**Average energy of an atomic configuration: numerical tests**

The program tests Slater's average energy \(E_{\rm av}\), built from one-electron energies \(I_i\), occupations \(q_i\) and average pair energies \(V_{ij}\). For different shells \(V_{ij}=F^0-\tfrac12\sum_k(l_i\,k\,l_j;000)^2G^k\), where \(F^k\) and \(G^k\) are direct and exchange Slater integrals and the bracket is a 3j symbol; for equivalent electrons \(V_{ii}=F^0-\frac{2l+1}{4l+1}\sum_{k>0}(l\,k\,l;000)^2F^k\). It asserts the angular coefficients for s to f shells by quadrature over spherical harmonics. It also asserts that the formula equals the mean over all 1800 determinants of a d³p⁴ model; both are printed as 4.88819048 hartree. For carbon 1s² 2s 2p³, it compares the formula, using radially integrated Slater integrals, with the weighted mean of the six terms from a 40-state diagonalization. Both give −37.328574 hartree, within an asserted tolerance of 10⁻⁶ hartree. The program further asserts that the ⁵S term lies below the average by \(\tfrac12G^1(2s,2p)+\tfrac9{25}F^2(2p,2p)\), which the output gives as 0.268130 hartree.

## Program and output

```python
"""Average energy of an atomic configuration (Slater's E_av).

Result under test, for shells i with angular momentum l_i and q_i electrons:
  E_av = sum_i q_i I_i + sum_i q_i(q_i-1)/2 V_ii + sum_{i<j} q_i q_j V_ij
  V_ij = F0(i,j) - 1/2 sum_k (l_i k l_j;000)^2 Gk(i,j)             (i != j)
  V_ii = F0(i,i) - (2l+1)/(4l+1) sum_{k>0} (l k l;000)^2 Fk(i,i)
I_i: one-electron energy; Fk, Gk: direct and exchange Slater integrals;
(a b c;000): Wigner 3j symbol. E_av is the mean over all states of the
configuration. Energies are in hartree.
"""
from functools import lru_cache
from itertools import combinations
from math import factorial, pi, sqrt

import numpy as np
from numpy.polynomial.legendre import leggauss
from pyscf import ao2mo, gto, scf
from scipy.constants import physical_constants
from scipy.special import eval_legendre, lpmv
from sympy.physics.wigner import wigner_3j

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


# ---------- the derived formula ----------
@lru_cache(maxsize=None)
def squared_3j(l, k, lp):
    return wigner_3j(l, k, lp, 0, 0, 0) ** 2


def mean_inequivalent(l, lp, f0, g):
    return f0 - 0.5 * sum(float(squared_3j(l, k, lp)) * g[k] for k in g)


def mean_equivalent(l, f):
    tail = sum(float(squared_3j(l, k, l)) * f[k] for k in f if k > 0)
    return f[0] - (2 * l + 1) / (4 * l + 1) * tail


def configuration_average(ells, occ, one, F, G):
    total = sum(q * e for q, e in zip(occ, one))
    for i, l in enumerate(ells):
        total += occ[i] * (occ[i] - 1) / 2 * mean_equivalent(l, F[i, i])
        for j in range(i + 1, len(ells)):
            pair = mean_inequivalent(l, ells[j], F[i, j][0], G[i, j])
            total += occ[i] * occ[j] * pair
    return total


# ---------- angular integrals from their definition ----------
cos_theta, weight_theta = leggauss(24)


@lru_cache(maxsize=None)
def harmonic(l, m):
    """Spherical harmonic at azimuth zero, on the polar quadrature nodes."""
    n = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - n) / factorial(l + n))
    sign = (-1) ** n if m < 0 else 1
    return sign * norm * lpmv(n, l, cos_theta)


def angular_c(k, l, m, lp, mp):
    """sqrt(4 pi/(2k+1)) times the integral of Y*_lm Y_k,m-mp Y_lp,mp."""
    if abs(m - mp) > k:
        return 0.0
    product = harmonic(l, m) * harmonic(k, m - mp) * harmonic(lp, mp)
    return sqrt(4 * pi / (2 * k + 1)) * 2 * pi * (weight_theta @ product)


def angular_tables(k, l, lp):
    """Factors of Fk in J and of Gk in K for every pair (m, mp)."""
    ms, mps = range(-l, l + 1), range(-lp, lp + 1)
    direct = np.outer([angular_c(k, l, m, l, m) for m in ms],
                      [angular_c(k, lp, m, lp, m) for m in mps])
    exchange = np.array([[angular_c(k, l, m, lp, mp) ** 2 for mp in mps]
                         for m in ms])
    return direct, exchange


both_spins, same_spin = np.ones((2, 2)), np.eye(2)
for l in range(4):
    for lp in range(4):
        for k in range(l + lp + 2):
            direct, exchange = angular_tables(k, l, lp)
            square = float(squared_3j(l, k, lp))
            legendre = 0.5 * weight_theta @ (eval_legendre(l, cos_theta)
                       * eval_legendre(k, cos_theta)
                       * eval_legendre(lp, cos_theta))
            assert abs(legendre - square) < 1e-11
            assert abs(direct.mean() - (k == 0)) < 1e-11
            # the mean over one shell does not depend on m of the other
            assert np.allclose(exchange.mean(axis=1), square, atol=1e-11)
            spin_exchange = np.kron(exchange, same_spin)
            assert abs(spin_exchange.mean() - square / 2) < 1e-11
            if l == lp:
                pairs = np.kron(direct, both_spins) - spin_exchange
                assert np.allclose(np.diag(pairs), 0, atol=1e-11)
                distinct = ~np.eye(4 * l + 2, dtype=bool)
                expected = 1 if k == 0 else -(2*l + 1) / (4*l + 1) * square
                assert abs(pairs[distinct].mean() - expected) < 1e-11

# ---------- all determinants of a d3 p4 model ----------
model_l, model_q, model_one = [2, 1], [3, 4], [-1.5, -1.2]
model_F = {(0, 0): {0: 0.9, 2: 0.4, 4: 0.3}, (1, 1): {0: 0.8, 2: 0.35},
           (0, 1): {0: 0.6, 2: 0.2}}
model_G = {(0, 1): {1: 0.25, 3: 0.15}}


def pair_block(i, j):
    size = (4 * model_l[i] + 2, 4 * model_l[j] + 2)
    block = np.zeros(size)
    exchange_integrals = model_F[i, i] if i == j else model_G[i, j]
    for k, value in model_F[i, j].items():
        table = angular_tables(k, model_l[i], model_l[j])[0]
        block += value * np.kron(table, both_spins)
    for k, value in exchange_integrals.items():
        table = angular_tables(k, model_l[i], model_l[j])[1]
        block -= value * np.kron(table, same_spin)
    return block


cross = pair_block(0, 1)
pair_energy = np.block([[pair_block(0, 0), cross],
                        [cross.T, pair_block(1, 1)]])
orbital_energy = np.repeat(model_one, [10, 6])
model_energies = []
for d_set in combinations(range(10), model_q[0]):
    for p_set in combinations(range(10, 16), model_q[1]):
        chosen = list(d_set + p_set)
        repulsion = 0.5 * pair_energy[np.ix_(chosen, chosen)].sum()
        model_energies.append(orbital_energy[chosen].sum() + repulsion)
model_mean = np.mean(model_energies)
model_formula = configuration_average(model_l, model_q, model_one,
                                      model_F, model_G)
assert abs(model_mean - model_formula) < 1e-10

# ---------- carbon 1s2 2s 2p3: orbitals of the quintet S term ----------
mol = gto.M(atom="C 0 0 0", basis="cc-pvtz", spin=4, verbose=0)
mf = scf.ROHF(mol)
mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-7, 100
rohf_energy = mf.kernel()
assert mf.converged
ao_l = []
for shell in range(mol.nbas):
    l = mol.bas_angular(shell)
    ao_l += [l] * ((2 * l + 1) * mol.bas_nctr(shell))
ao_l = np.array(ao_l)
open_orbitals = mf.mo_coeff[:, mf.mo_occ == 1]
s_weight = (open_orbitals[ao_l == 0] ** 2).sum(axis=0)
open_orbitals = open_orbitals[:, np.argsort(-s_weight)]
orbitals = np.hstack([mf.mo_coeff[:, mf.mo_occ == 2], open_orbitals])
assert orbitals.shape[1] == 5                    # 1s, 2s, three 2p
assert np.abs(orbitals[ao_l != 0, :2]).max() < 1e-6
assert np.abs(orbitals[ao_l != 1, 2:]).max() < 1e-6

# ---------- Slater integrals by radial quadrature ----------
nodes, node_weights = leggauss(160)
t, wt = (nodes + 1) / 2, node_weights / 2
r_max = 15.0
r, wr = r_max * t ** 3, 3 * r_max * t ** 2 * wt


def along_axis(radii):
    """Radius times orbital value on the z axis, for all five orbitals."""
    points = np.zeros((radii.size, 3))
    points[:, 2] = radii.ravel()
    values = mol.eval_gto("GTOval_sph", points) @ orbitals
    return (values * points[:, 2:3]).reshape(radii.shape + (5,))


outer_all, inner_all = along_axis(r), along_axis(np.outer(r, t ** 3))
axis_norm = np.sqrt(wr @ outer_all ** 2)
p_choice = 2 + int(np.argmax(axis_norm[2:]))     # p orbital seen on the axis
columns = [0, 1, p_choice]
outer = [outer_all[:, c] / axis_norm[c] for c in columns]
inner = [inner_all[:, :, c] / axis_norm[c] for c in columns]


def slater_integral(k, a, b, c, d):
    """Radial repulsion of the densities (a b) and (c d), multipole k."""
    kernel = 3 * wt * t ** (3 * k + 2)
    first = outer[a] * outer[b] * ((inner[c] * inner[d]) @ kernel)
    second = outer[c] * outer[d] * ((inner[a] * inner[b]) @ kernel)
    return wr @ (first + second)


names, ells, occ = ["1s", "2s", "2p"], [0, 0, 1], [2, 1, 3]
F, G = {}, {}
for i in range(3):
    F[i, i] = {k: slater_integral(k, i, i, i, i)
               for k in range(0, 2 * ells[i] + 1, 2)}
    for j in range(i + 1, 3):
        F[i, j] = {0: slater_integral(0, i, i, j, j)}
        G[i, j] = {k: slater_integral(k, i, j, i, j) for k in
                   range(abs(ells[i] - ells[j]), ells[i] + ells[j] + 1, 2)}
h = orbitals.T @ mf.get_hcore() @ orbitals
one = [h[0, 0], h[1, 1], np.diag(h)[2:].mean()]
formula_energy = configuration_average(ells, occ, one, F, G)

# ---------- full Hamiltonian of the configuration ----------
eri = ao2mo.restore(1, ao2mo.kernel(mol, orbitals), 5)
space, spin = np.arange(10) // 2, np.arange(10) % 2
equal_spin = (spin[:, None] == spin[None, :]).astype(float)
h_spin = h[np.ix_(space, space)] * equal_spin
coulomb = eri[np.ix_(space, space, space, space)]
coulomb = coulomb * equal_spin[:, :, None, None] * equal_spin[None, None]
coulomb = coulomb.transpose(0, 2, 1, 3)
anti = coulomb - coulomb.transpose(0, 1, 3, 2)


def matrix_element(A, B):
    left = [a for a in A if a not in B]
    right = [b for b in B if b not in A]
    if len(left) > 2:
        return 0.0
    if not left:
        return (sum(h_spin[a, a] for a in A)
                + sum(anti[a, b, a, b] for a, b in combinations(A, 2)))
    moves = sum(A.index(a) for a in left) + sum(B.index(b) for b in right)
    if len(left) == 2:
        return (-1) ** moves * anti[left[0], left[1], right[0], right[1]]
    a, b = left[0], right[0]
    shared = [c for c in A if c in B]
    return (-1) ** moves * (h_spin[a, b]
                            + sum(anti[a, c, b, c] for c in shared))


determinants = [(0, 1, s) + p for s in (2, 3)
                for p in combinations(range(4, 10), 3)]
H = np.array([[matrix_element(A, B) for B in determinants]
              for A in determinants])
assert np.allclose(H, H.T, atol=1e-10)
levels, vectors = np.linalg.eigh(H)
spin_projection = np.array([sum(0.5 - spin[a] for a in A)
                            for A in determinants])
groups = np.split(np.arange(len(levels)),
                  np.where(np.diff(levels) > 1e-5)[0] + 1)
terms = {}
for group in groups:
    # the mean square spin projection within a term is S(S+1)/3
    density = (vectors[:, group] ** 2).sum(axis=1) / len(group)
    mean_square = density @ spin_projection ** 2
    multiplicity = round(sqrt(1 + 12 * mean_square))
    orbital_count = len(group) // multiplicity
    assert orbital_count * multiplicity == len(group)
    label = f"{multiplicity}{'SPDF'[(orbital_count - 1) // 2]}"
    terms[label] = (len(group), levels[group].mean())
assert len(groups) == 6
assert set(terms) == {"5S", "3D", "3P", "1D", "3S", "1P"}
weighted_mean = sum(g * e for g, e in terms.values()) / len(levels)

# radial quadrature and SCF convergence limit the agreement
assert abs(weighted_mean - formula_energy) < 1e-6
assert abs(terms["5S"][1] - rohf_energy) < 1e-7
quintet_shift = terms["5S"][1] - weighted_mean
shift_formula = -G[1, 2][1] / 2 - 9 / 25 * F[2, 2][2]
assert abs(quintet_shift - shift_formula) < 1e-6

# ---------- printed results ----------
print("Squared 3j symbols (l k l';000)^2, dimensionless:")
for l, k, lp in [(0, 0, 0), (0, 1, 1), (1, 2, 1), (1, 1, 2), (1, 3, 2)]:
    print(f"  l={l} k={k} l'={lp}: {squared_3j(l, k, lp)}")
print(f"Model d3 p4: number of determinants = {len(model_energies)}")
print(f"  mean over determinants = {model_mean:.8f} hartree")
print(f"  E_av from formula      = {model_formula:.8f} hartree")
print("Carbon 1s2 2s 2p3, ROHF orbitals of 5S, cc-pVTZ basis")
for name, q, energy in zip(names, occ, one):
    print(f"  q({name}) = {q}, I({name}) = {energy:.6f} hartree")
for (i, j), values in F.items():
    for k, value in values.items():
        print(f"  F{k}({names[i]},{names[j]}) = {value:.6f} hartree")
for (i, j), values in G.items():
    for k, value in values.items():
        print(f"  G{k}({names[i]},{names[j]}) = {value:.6f} hartree")
one_sum = sum(q * e for q, e in zip(occ, one))
print(f"One-electron sum = {one_sum:.6f} hartree")
print("Average pair energy V, number of pairs, contribution:")
for i in range(3):
    for j in range(i, 3):
        if i == j:
            count = occ[i] * (occ[i] - 1) // 2
            value = mean_equivalent(ells[i], F[i, i])
        else:
            count = occ[i] * occ[j]
            value = mean_inequivalent(ells[i], ells[j], F[i, j][0], G[i, j])
        if count:
            print(f"  {names[i]}-{names[j]}: V = {value:.6f} hartree,"
                  f" pairs = {count}, sum = {count * value:.6f} hartree")
print(f"E_av from formula = {formula_energy:.6f} hartree"
      f" = {formula_energy * HARTREE_EV:.3f} eV")
print(f"Weighted mean of terms = {weighted_mean:.6f} hartree")
print(f"Number of states = {len(levels)}")
print("Term, number of states, energy, energy minus weighted mean:")
for label, (count, energy) in terms.items():
    print(f"  {label}: {count}, {energy:.6f} hartree,"
          f" {energy - weighted_mean:+.6f} hartree")
print(f"ROHF energy of 5S = {rohf_energy:.6f} hartree")
print(f"5S shift, -G1/2 - 9 F2/25 = {shift_formula:.6f} hartree"
      f" = {shift_formula * HARTREE_EV:.3f} eV")
print("no test failed")
```

Printed output:

```
Squared 3j symbols (l k l';000)^2, dimensionless:
  l=0 k=0 l'=0: 1
  l=0 k=1 l'=1: 1/3
  l=1 k=2 l'=1: 2/15
  l=1 k=1 l'=2: 2/15
  l=1 k=3 l'=2: 3/35
Model d3 p4: number of determinants = 1800
  mean over determinants = 4.88819048 hartree
  E_av from formula      = 4.88819048 hartree
Carbon 1s2 2s 2p3, ROHF orbitals of 5S, cc-pVTZ basis
  q(1s) = 2, I(1s) = -17.934013 hartree
  q(2s) = 1, I(2s) = -3.913394 hartree
  q(2p) = 3, I(2p) = -3.486494 hartree
  F0(1s,1s) = 3.508603 hartree
  F0(1s,2s) = 0.834289 hartree
  F0(1s,2p) = 0.787957 hartree
  F0(2s,2s) = 0.593782 hartree
  F0(2s,2p) = 0.570628 hartree
  F0(2p,2p) = 0.551071 hartree
  F2(2p,2p) = 0.251271 hartree
  G0(1s,2s) = 0.053658 hartree
  G1(1s,2p) = 0.066058 hartree
  G1(2s,2p) = 0.355346 hartree
One-electron sum = -50.240901 hartree
Average pair energy V, number of pairs, contribution:
  1s-1s: V = 3.508603 hartree, pairs = 1, sum = 3.508603 hartree
  1s-2s: V = 0.807460 hartree, pairs = 2, sum = 1.614920 hartree
  1s-2p: V = 0.776947 hartree, pairs = 6, sum = 4.661682 hartree
  2s-2p: V = 0.511404 hartree, pairs = 3, sum = 1.534212 hartree
  2p-2p: V = 0.530970 hartree, pairs = 3, sum = 1.592909 hartree
E_av from formula = -37.328574 hartree = -1015.762 eV
Weighted mean of terms = -37.328574 hartree
Number of states = 40
Term, number of states, energy, energy minus weighted mean:
  5S: 5, -37.596705 hartree, -0.268130 hartree
  3D: 15, -37.387799 hartree, -0.059224 hartree
  3P: 9, -37.327494 hartree, +0.001081 hartree
  1D: 5, -37.150901 hartree, +0.177673 hartree
  3S: 3, -37.122910 hartree, +0.205664 hartree
  1P: 3, -37.090596 hartree, +0.237978 hartree
ROHF energy of 5S = -37.596705 hartree
5S shift, -G1/2 - 9 F2/25 = -0.268130 hartree = -7.296 eV
no test failed
```
